# Linear Vacancy and Sixth-Root Oxygen-Pressure Profiles in a Monoxide Scale: test program

```python
"""
Result under test: in a growing monoxide scale with dilute doubly charged
cation vacancies and compensating holes, the vacancy fraction X and the sixth
root of the local oxygen pressure P are both linear in depth.
Symbols: z depth from the gas face, L thickness, u = 1 - z/L,
X vacancies per cation site, h holes per cation site, K = X h^2 / sqrt(P),
D_V and D_h diffusivities of vacancies and holes,
S = (X_out - X_in)/(1 - X_out), the small number behind quasi-steady flow.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp, cumulative_trapezoid
from scipy.optimize import minimize_scalar, brentq
from scipy.special import erf

# ---- rough inputs, regime of nickel oxide growing in air -----------------
T = 1300.0               # K
P_out, P_in = 160.0, 1e-7    # Torr
X_out = 1e-4             # vacancies per cation site at the gas face
D_V = 1e-7               # cm^2/s
site_density = 5.5e22    # cation sites per cm^3
growth_time = 3600.0     # s
eps_r = 12.0             # relative permittivity
hole_mobility = 0.5      # cm^2/(V s)
binding_eV = 0.4         # hole bound to a vacancy
binding_sites = 12       # neighbour sites for the bound hole
donor = 1e-5             # trivalent impurity per cation site
contact_nm = 0.4         # closest approach of two defects
hop_nm = 0.3             # vacancy jump length
gb_width_nm, grain_nm, gb_ratio = 1.0, 5000.0, 1000.0
kT = const.k * T / const.e   # eV
K = 4 * X_out**3 / np.sqrt(P_out)

# ---- test 1: equilibrium from free-energy minimisation -------------------
def equilibrium_vacancies(P):
    """Minimise free energy per site (units kT) with full site entropy."""
    def free_energy(log_n):
        n = np.exp(log_n)
        h = 2 * n
        mixing = (n * np.log(n) + (1 - n) * np.log1p(-n)
                  + h * np.log(h) + (1 - h) * np.log1p(-h))
        return n * (-np.log(K) - 0.5 * np.log(P)) + mixing
    best = minimize_scalar(free_energy, bounds=(-25, -3), method="bounded",
                           options={"xatol": 1e-9})
    return np.exp(best.x)

for P in (P_out, 1.0, 1e-3, P_in):
    formula = (K * np.sqrt(P) / 4) ** (1 / 3)
    # finite site number changes the dilute law by about 2 X
    assert abs(equilibrium_vacancies(P) / formula - 1) < 5e-4
exponent = (np.log(equilibrium_vacancies(P_out) / equilibrium_vacancies(P_in))
            / np.log(P_out / P_in))
assert abs(exponent - 1 / 6) < 1e-4

# ---- test 2: drift, diffusion and Poisson, neutrality not imposed --------
def solve_transport(hole_ratio, c_in=0.2, screening=2e-3):
    """Steady profiles for D_V = 1, L = 1, c = 1 at the gas face."""
    def equations(z, y, par):
        c, h, field = y
        flux = par[0]
        return np.vstack([-flux - 2 * c * field,
                          -2 * flux / hole_ratio + h * field,
                          (h - 2 * c) / screening**2])
    def faces(a, b, par):
        return np.array([a[0] - 1, a[1] - 2, b[0] - c_in, b[1] - 2 * c_in])
    z = np.linspace(0, 1, 801)
    c = 1 - (1 - c_in) * z
    guess = np.vstack([c, 2 * c, -(1 - c_in) / c])
    sol = solve_bvp(equations, faces, z, guess, p=[2.0], tol=1e-6,
                    max_nodes=20000)
    assert sol.success
    return sol

c_in_test = 0.2
z_test = np.linspace(0, 1, 21)
flux_factor = {}
for ratio in (1000.0, 3.0):
    sol = solve_transport(ratio, c_in_test)
    profile = sol.sol(z_test)[0]
    line = 1 - (1 - c_in_test) * z_test
    assert np.max(np.abs(profile - line)) < 2e-3
    flux_factor[ratio] = sol.p[0] / (1 - c_in_test)
    assert abs(flux_factor[ratio] / (3 * ratio / (ratio + 2)) - 1) < 2e-3
    z_fine = np.linspace(0, 1, 4001)
    field_integral = np.trapezoid(sol.sol(z_fine)[2], z_fine) \
        if hasattr(np, "trapezoid") else np.trapz(sol.sol(z_fine)[2], z_fine)
    expected = (ratio - 1) / (ratio + 2) * np.log(c_in_test)
    assert abs(field_integral / expected - 1) < 5e-3
    # sixth-root law joined to the independently minimised equilibrium
    P_line = P_out * (1 + (c_in_test - 1) * z_test) ** 6
    X_line = np.array([equilibrium_vacancies(P) for P in P_line])
    assert np.max(np.abs(X_line / X_line[0] - profile)) < 2e-3

# ---- test 3: growing scale followed in time ------------------------------
S_test = 0.02
u = np.linspace(0, 1, 81)
du = u[1] - u[0]

def outer_slope(theta):
    return (3 * theta[-1] - 4 * theta[-2] + theta[-3]) / (2 * du)

def growing_scale(tau, theta):
    """d tau = 3 D_V dt / L^2; theta is the scaled vacancy content."""
    rate = np.zeros_like(theta)
    second = (theta[2:] - 2 * theta[1:-1] + theta[:-2]) / du**2
    first = (theta[2:] - theta[:-2]) / (2 * du)
    rate[1:-1] = second + u[1:-1] * S_test * outer_slope(theta) * first
    return rate

run = solve_ivp(growing_scale, (0, 4), u**3, method="BDF",
                t_eval=[0.3, 0.5, 4.0], rtol=1e-8, atol=1e-10)
assert run.success
early, later, theta = run.y.T
decay_rate = np.log(np.max(np.abs(early - theta))
                    / np.max(np.abs(later - theta))) / 0.2
assert abs(decay_rate / np.pi**2 - 1) < 0.02
lam = brentq(lambda a: np.sqrt(np.pi) * a * np.exp(a * a) * erf(a) - S_test,
             1e-6, 1)
assert np.max(np.abs(theta - erf(lam * u) / erf(lam))) < 1e-6
bend_coefficient = np.max(u - u**3) / 6
bend_test = np.max(theta - u)
assert abs(bend_test / (S_test * bend_coefficient) - 1) < 0.02
growth_factor = outer_slope(theta)       # true k_p over quasi-steady k_p
assert abs(growth_factor - 2 * lam**2 / S_test) < 1e-5
assert abs(growth_factor - (1 - S_test / 3)) < S_test**2
# cations stored in the scale must equal cations entering from the metal
inner_slope = (-3 * theta[0] + 4 * theta[1] - theta[2]) / (2 * du)
mean_theta = du * (np.sum(theta) - 0.5 * (theta[0] + theta[-1]))
stored = growth_factor * (1 + S_test * (1 - mean_theta))
assert abs(stored - inner_slope) < 1e-5

# ---- worked example ------------------------------------------------------
root_ratio = (P_in / P_out) ** (1 / 6)
X_in = X_out * root_ratio
S = (X_out - X_in) / (1 - X_out)
k_p = 6 * D_V * (X_out - X_in)
L_cm = np.sqrt(k_p * growth_time)
flux = 3 * D_V * site_density * (X_out - X_in) / L_cm
voltage = kT * np.log(X_out / X_in)
field_metal = kT * (X_out - X_in) / (X_in * L_cm)     # V/cm
relax_time = L_cm**2 / (3 * np.pi**2 * D_V)
depth_one_percent = (1 - 0.01 ** (1 / 6)) / (1 - root_ratio)

# ---- neglected effects ---------------------------------------------------
def debye_nm(X):
    c = X * site_density * 1e6
    return 1e9 * np.sqrt(const.epsilon_0 * eps_r * const.k * T
                         / (6 * const.e**2 * c))

bjerrum_nm = 1e9 * const.e**2 / (4 * np.pi * const.epsilon_0 * eps_r
                                * const.k * T)
pair_constant = binding_sites * np.exp(binding_eV / kT)

def ideal(h):
    return h / 2, np.log(h**3 / 2)

def interacting(h):
    X = h / 2
    log_gamma = -6 * bjerrum_nm / (2 * (debye_nm(X) + contact_nm))
    return X, np.log(X * h**2) + log_gamma

def associated(h):
    double = h / (2 + pair_constant * h)
    single = pair_constant * h * double
    return double + single, np.log(double * h**2)

def doped(h):
    X = (h + donor) / 2
    return X, np.log(X * h**2)

def wagner_effect(model):
    """Bend of the P^(1/6) line and flux relative to the ideal scale."""
    h_out = brentq(lambda h: model(h)[0] - X_out, 1e-9, 1e-2)
    h = h_out * np.logspace(-4, 0, 20001)
    vacancies, half_log_P = model(h)
    half_log_P = half_log_P - half_log_P[-1]
    assert np.all(np.diff(half_log_P) > 0)
    grid = np.linspace(0.5 * np.log(P_in / P_out), 0, 20001)
    X = np.interp(grid, half_log_P, vacancies)
    integral = cumulative_trapezoid(X, grid, initial=0)
    position = integral / integral[-1]
    root = np.exp(grid / 3)
    line = root[0] + (1 - root[0]) * position
    bend = np.max(np.abs(root - line)) / (1 - root[0])
    return bend, integral[-1] / (3 * (X_out - X_in)), X[0]

bend_ideal, flux_ideal, X_in_ideal = wagner_effect(ideal)
assert bend_ideal < 1e-5 and abs(flux_ideal - 1) < 1e-5
assert abs(X_in_ideal / X_in - 1) < 1e-5
h_pair = brentq(lambda h: associated(h)[0] - X_out, 1e-9, 1e-2)
single_share = pair_constant * h_pair / (1 + pair_constant * h_pair)
D_h = hole_mobility * kT
hole_correction = 2 * D_V / D_h
hop_parameter = 2 * field_metal * 1e-7 * hop_nm / (2 * kT)
gb_share = 2 * gb_width_nm / grain_nm * gb_ratio

# ---- printed numbers -----------------------------------------------------
print(f"temperature: {T:.0f} K, kT = {kT:.4f} eV")
print(f"oxygen pressure, gas face: {P_out:.0f} Torr")
print(f"oxygen pressure, metal face: {P_in:.1e} Torr")
print(f"vacancy fraction, gas face: {X_out:.2e}")
print(f"vacancy fraction, metal face: {X_in:.3e}")
print(f"vacancy diffusivity: {D_V:.1e} cm^2/s")
print(f"cation site density: {site_density:.2e} cm^-3")
print(f"growth time: {growth_time:.0f} s")
print(f"K = X h^2/sqrt(P): {K:.3e} Torr^-1/2")
print(f"(P_in/P_out)^(1/6): {root_ratio:.5f}")
print(f"parabolic constant k_p: {k_p:.3e} cm^2/s")
print(f"scale thickness: {L_cm*1e4:.3f} um")
print(f"vacancy flux: {flux:.3e} cm^-2 s^-1")
print("z/L, X, P^(1/6) in Torr^(1/6), P in Torr:")
for z in (0, 0.25, 0.5, 0.75, 1):
    root = P_out ** (1 / 6) * (1 - (1 - root_ratio) * z)
    X = X_out - (X_out - X_in) * z
    print(f"  {z:.2f}  {X:.3e}  {root:.4f}  {root**6:.3e}")
print(f"z/L where P is 1% of P_out: {depth_one_percent:.4f}")
print(f"voltage across scale: {voltage:.3f} V")
print(f"field at metal face: {field_metal*1e-6:.5f} MV/cm")
print(f"test: pressure exponent {exponent:.5f}")
print(f"test: flux factor, D_h/D_V=1000: {flux_factor[1000.0]:.4f}")
print(f"test: flux factor, D_h/D_V=3: {flux_factor[3.0]:.4f}")
print(f"test: decay rate/pi^2 {decay_rate/np.pi**2:.4f}")
print(f"test: S={S_test}, bend {bend_test:.3e}")
print(f"test: S={S_test}, k_p ratio {growth_factor:.5f}")
print(f"example S: {S:.3e}, bend {S*bend_coefficient:.2e}")
print(f"profile relaxation time: {relax_time:.4f} s")
print("neglected: bend of P^(1/6) line, flux/ideal, X_in:")
for name, model in (("Coulomb interaction", interacting),
                    ("bound holes", associated),
                    ("trivalent impurity", doped)):
    bend, relative_flux, X_face = wagner_effect(model)
    print(f"  {name}: {bend:.4f}, {relative_flux:.4f}, {X_face:.2e}")
print(f"relative permittivity: {eps_r:.0f}")
print(f"defect contact distance: {contact_nm:.1f} nm")
print(f"binding: {binding_eV:.1f} eV, {binding_sites} sites")
print(f"singly charged share, gas face: {single_share:.4f}")
print(f"impurity per cation site: {donor:.1e}")
print(f"Debye length, gas face: {debye_nm(X_out):.2f} nm")
print(f"Debye length, metal face: {debye_nm(X_in):.2f} nm")
print(f"hole mobility: {hole_mobility:.1f} cm^2/(V s)")
print(f"finite hole speed, 2D_V/D_h: {hole_correction:.2e}")
print(f"jump length: {hop_nm:.1f} nm")
print(f"field hopping, 2eEa/(2kT): {hop_parameter:.2e}")
print(f"boundary width {gb_width_nm:.0f} nm, grain {grain_nm:.0f} nm")
print(f"boundary/lattice diffusivity: {gb_ratio:.0f}")
print(f"boundary flux/lattice flux: {gb_share:.2f}")
print("no test failed")
```

It prints:

```
temperature: 1300 K, kT = 0.1120 eV
oxygen pressure, gas face: 160 Torr
oxygen pressure, metal face: 1.0e-07 Torr
vacancy fraction, gas face: 1.00e-04
vacancy fraction, metal face: 2.924e-06
vacancy diffusivity: 1.0e-07 cm^2/s
cation site density: 5.50e+22 cm^-3
growth time: 3600 s
K = X h^2/sqrt(P): 3.162e-13 Torr^-1/2
(P_in/P_out)^(1/6): 0.02924
parabolic constant k_p: 5.825e-11 cm^2/s
scale thickness: 4.579 um
vacancy flux: 3.498e+15 cm^-2 s^-1
z/L, X, P^(1/6) in Torr^(1/6), P in Torr:
  0.00  1.000e-04  2.3300  1.600e+02
  0.25  7.573e-05  1.7645  3.018e+01
  0.50  5.146e-05  1.1991  2.972e+00
  0.75  2.719e-05  0.6336  6.469e-02
  1.00  2.924e-06  0.0681  1.000e-07
z/L where P is 1% of P_out: 0.5520
voltage across scale: 0.396 V
field at metal face: 0.00812 MV/cm
test: pressure exponent 0.16666
test: flux factor, D_h/D_V=1000: 2.9940
test: flux factor, D_h/D_V=3: 1.8000
test: decay rate/pi^2 1.0049
test: S=0.02, bend 1.274e-03
test: S=0.02, k_p ratio 0.99340
example S: 9.709e-05, bend 6.23e-06
profile relaxation time: 0.0708 s
neglected: bend of P^(1/6) line, flux/ideal, X_in:
  Coulomb interaction: 0.0517, 0.8406, 1.83e-06
  bound holes: 0.0063, 0.9755, 2.78e-06
  trivalent impurity: 0.0470, 1.0957, 6.82e-06
relative permittivity: 12
defect contact distance: 0.4 nm
binding: 0.4 eV, 12 sites
singly charged share, gas face: 0.0758
impurity per cation site: 1.0e-05
Debye length, gas face: 1.50 nm
Debye length, metal face: 8.77 nm
hole mobility: 0.5 cm^2/(V s)
finite hole speed, 2D_V/D_h: 3.57e-06
jump length: 0.3 nm
field hopping, 2eEa/(2kT): 2.18e-03
boundary width 1 nm, grain 5000 nm
boundary/lattice diffusivity: 1000
boundary flux/lattice flux: 0.40
no test failed
```
